Potential and pinch-off of a circular low-barrier patch in a depletion layer

If a simulation of an uneven Schottky contact gives every low-barrier patch the barrier found at its interface, it can overestimate the current through small patches. The surrounding contact raises the band in front of such a patch, and an electron must pass over this hidden maximum. In the example below, a patch with an interface barrier of 0.600 eV presents a barrier of 0.659 eV. At 300 K the difference changes the thermionic factor by exp(59.1/25.85) ≈ 10.

The patch is pinched off in this way when its barrier deficit Δ is larger than about 2VbbR/W, where Vbb is the band bending, R the patch radius and W the depletion width. A smaller deficit leaves the centre of the patch open. The direction of this inequality decides which barrier an implementation must use.

**1. Model and uniform contact**

An n-type semiconductor fills z > 0 and a metal lies at z = 0. The donor density N is uniform and fully ionized, the permittivity is ε, and q > 0 is the elementary charge. V denotes the conduction-band edge divided by q, measured from the metal Fermi level, so a value in volts is also an electron energy in eV. Barriers and deficits are treated in the same way.

The electrostatic potential φ obeys ∇²φ = −qN/ε in the depleted region. The electron has negative charge, so V = −φ + constant and

∇²V = qN/ε.

For a uniform barrier Φ0, let ψ0(z) be the band edge above its value in the neutral bulk. Both ψ0 and its slope vanish at the depletion edge z = W. Integrating ψ0″ = qN/ε twice from that edge gives

ψ0 = (qN/2ε)(W − z)².

Setting ψ0(0) = Vbb gives

W² = 2εVbb/(qN),  ψ0 = Vbb(1 − z/W)².

The bulk band edge lies Vn above the bulk Fermi level, which a forward bias Va raises by Va above that of the metal. Hence

Φ0 = Vbb + Vn + Va.

Now let the barrier be Φ0 − Δ on one isolated disc of radius R, with 0 < Δ < Vbb, and Φ0 elsewhere. The edge of the disc is taken as abrupt. Image force, tunnelling and the discreteness of donors are left out here and sized in section 7.

**2. The patch potential**

Write V = Vn + Va + ψ0 + u. The donor charge is already accounted for by ψ0, so in the depleted region

∇²u = 0,  u = −Δ on the disc,  u = 0 on the rest of the metal.

The patch also moves the depletion edge, to z = W + s. The total band bending and its gradient must vanish there:

Vbb s²/W² + u(W) + s u_z(W) + … = 0,
2Vbb s/W² + u_z(W) + … = 0.

The second line makes s first order in u. The first and third terms of the first line are then second order, so the linearized condition is u(W) = 0. The edge shift is s = −W²u_z(W)/(2Vbb). Since u rises from negative values to zero, u_z is positive and the edge moves toward the metal.

For R ≪ W the patch term is small long before z = W, and the condition can be moved to infinity. To solve the half-space problem, consider

K(ρ,z) = z/[2π(ρ² + z²)^(3/2)] = −(1/2π) ∂/∂z (ρ² + z²)^(−1/2).

K is harmonic for z > 0, because it is a derivative of the harmonic function 1/distance. Its integral over the plane is

∫₀^∞ 2πρK dρ = z[−(ρ² + z²)^(−1/2)]₀^∞ = 1,

and as z → 0 its weight gathers at ρ = 0. Spreading K over the disc with weight −Δ therefore produces the required boundary values. On the axis,

u(0,z) = −Δ ∫₀^R zρ dρ/(ρ² + z²)^(3/2)
= −Δ z[1/z − 1/√(z² + R²)]
= −Δ[1 − z/√(z² + R²)].

This gives Tung's on-axis potential:

V(z) = Vbb(1 − z/W)² + Vn + Va − Δ[1 − z/√(z² + R²)].  (A)

At z = 0 it equals Φ0 − Δ, as it must. For z ≫ R the patch term becomes −ΔR²/(2z²), the on-axis potential of a dipole.

**3. What the far depletion edge changes**

Let h(z) = 1 − z/√(z² + R²). The condition u(W) = 0 is restored by images:

u = −Δ Σ_{n≥0} [h(z + 2nW) − h(2(n+1)W − z)].

At z = W the two terms cancel for each n. At z = 0 every term cancels except h(0) = 1. The same sum of off-axis half-space solutions is harmonic and satisfies both plane conditions, so this is its axial value.

For the slope at the metal,

h′(z) = −1/√(z² + R²) + z²/(z² + R²)^(3/2) = −R²/(z² + R²)^(3/2).

The derivative of −h(2(n+1)W − z) is +h′(2(n+1)W − z), so each image distance 2mW occurs twice:

u′(0) = −Δ[h′(0) + 2 Σ_{m≥1} h′(2mW)]
≈ Δ/R + 2ΔR² Σ_{m≥1} 1/(8m³W³)
= (Δ/R)[1 + (ζ(3)/4)(R/W)³],

with ζ(3)/4 ≈ 0.30. The half-space slope Δ/R thus has a relative error of third order in R/W.

A finite-difference solution of the full free-boundary problem shows how (A) fares for a larger patch. With R = 0.205W, Δ = 0.5Vbb and a mesh of W/100, the largest deviation on the axis is about 0.010Vbb for (A) and about 0.0004Vbb for the image series. The image series is the better choice when R/W is a few tenths. For R ≫ W, (A) fails: it would lower the band by Δ throughout the layer, whereas the middle of a wide patch has its own one-dimensional depletion layer with band bending Vbb − Δ. The image series is then correct only to first order in Δ/Vbb.

**4. The pinch-off criterion**

A patch is called pinched off here when the highest point of V on the axis lies inside the semiconductor. The slope of (A) at the interface is

V′(0) = −2Vbb/W + Δ/R.

The depletion field pulls the band down away from the metal, while recovery from the patch deficit pushes it up. If the second effect wins, the band rises from the interface and a maximum must lie further in. The leading criterion is therefore

Δ > Δc,  Δc = 2VbbR/W.  (B)

A negative slope at z = 0 does not by itself exclude a higher point further in, so the whole depletion layer has to be examined. From (A),

V(z) − V(0) = Vbb(−2z/W + z²/W²) + Δz/√(z² + R²)
= z{Δ/√(z² + R²) − (2Vbb/W)[1 − z/(2W)]}.

A point at depth z is higher than the interface if and only if

Δ > g(z),  g(z) = (2Vbb/W)[1 − z/(2W)]√(z² + R²).

The threshold Δ* is the smallest value of g for 0 < z ≤ W. In this range the square bracket is at least 1/2, so g exceeds Δc whenever z > √3 R. A minimum below Δc must therefore lie within a few radii of the metal. With t = z/R and η = R/W,

g/Δc = (1 − ηt/2)√(1 + t²).

Setting the derivative to zero and multiplying by √(1 + t²) gives

t(1 − ηt/2) = (η/2)(1 + t²),  or  ηt² − t + η/2 = 0.

The root near the metal is t = η/2 + O(η³). The other root, near 1/η, lies outside the relevant range for small η. Expanding g at the first root,

g/Δc ≈ 1 + t²/2 − ηt/2 = 1 + η²/8 − η²/4 = 1 − η²/8.

With the far-edge correction of section 3 included in the remainder,

Δ* = (2VbbR/W)[1 − R²/(8W²) + O((R/W)³)].

The criterion (B) is thus correct to leading order, and its first relative correction is only of second order.

**5. Height and position of the hidden maximum**

For Δ > Δc define s = (Δ/Δc)^(1/3), a pure number from here on. Close to the metal the depletion field is nearly constant, F = 2Vbb/W, and Δc = FR. With a constant field, the maximum satisfies

F = ΔR²/(z² + R²)^(3/2).

Hence (z² + R²)^(3/2) = R³Δ/Δc = R³s³, so √(z² + R²) = Rs and

zs = R√(s² − 1).

The height above the interface follows from Δ = Δc s³:

−F zs + Δzs/(Rs) = (zs/R)(Δc s² − Δc) = Δc(s² − 1)^(3/2).

The term left out of the background is Vbb z²/W². At a maximum, a small displacement changes the height only to second order, so the first correction is this term evaluated at zs:

V(zs) − V(0) ≈ Δc(s² − 1)^(3/2) + Vbb zs²/W².  (C)

At fixed Δ/Δc > 1, the error of (C) relative to Δc is of order (R/W)².

The position itself has a first-order error. The omitted term adds a slope 2Vbb zs/W². Dividing it by the patch curvature 3ΔR²zs/(Rs)⁵ gives an outward shift of

2Vbb R³s⁵/(3ΔW²) = R²s²/(3W),

where the last step uses Δ = 2VbbRs³/W.

Two limits are useful. Just above threshold, with δ = Δ/Δc − 1 ≪ 1, s² − 1 ≈ 2δ/3. The maximum starts near the metal and its height grows as Δc(2δ/3)^(3/2), provided δ ≫ (R/W)² so that the background curvature is negligible. Far above threshold, while Rs ≪ W still holds,

(s² − 1)^(3/2) ≈ s³ − 3s/2.

The barrier then lies below Φ0 by

Δ − Δc(s³ − 3s/2) = (3/2)Δc s = (3/2)Δ^(1/3)Δc^(2/3).

At fixed Δ this reduction tends to zero as R^(2/3) in the limit of small R. A very small patch is therefore strongly pinched and lowers the barrier by much less than Δ. With the inputs of section 6 and Δ = 0.20 eV, a radius of 2 nm still gives a reduction of about 35 meV from (A) alone. The image force lowers the surrounding contact more than this saddle, which leaves the patch only about 18 meV below its surroundings. At this radius the lateral quantum for the light silicon mass is about 20 meV, close to kT, so these classical figures are only a guide.

The maximum along the axis is a saddle in space. On the axis the two lateral curvatures are equal, and Poisson's equation reads

Vzz + 2Vrr = qN/ε > 0.

Since Vzz < 0 at the maximum, Vrr > 0. Electrons near the axis meet the lowest barrier on the axis itself, which is why V(zs) is the barrier to use.

**6. Worked example**

The inputs are rough typical values for ruthenium on moderately doped n-type silicon at 300 K: Φ0 = 0.80 eV, N = 1.0×10¹⁶ cm⁻³, relative permittivity 11.7 and conduction-band density of states Nc = 2.8×10¹⁹ cm⁻³. The disc has R = 20 nm, and Va = 0. Deficits of 0.05 and 0.20 eV are compared with everything else fixed.

With kT = 25.85 meV,

Vn = 0.02585 ln(2800) = 0.205 V,
Vbb = 0.800 − 0.205 = 0.595 V.

The width formula gives W = 277 nm, so R/W = 0.072 and

F = 2(0.5948 V)/(277.3 nm) = 0.0429 MV/cm,
Δc = 2(0.5948 V)(20/277.3) = 85.8 meV.

A bisection on Δ that searches (A) for a point above the interface gives 85.73 meV, against 85.79 meV from (B). The difference agrees with the relative correction R²/(8W²) ≈ 0.00065.

The 0.05 eV patch is open and the 0.20 eV patch is pinched off. Equation (A) gives, in eV:

z = 0 nm: 0.750 (open), 0.600 (pinched)
z = 10 nm: 0.730, 0.647
z = 20 nm: 0.703, 0.659
z = 50 nm: 0.601, 0.591

For the deeper deficit, s³ = 200/85.8 = 2.33 and s² = 1.758. Then

zs = 20√0.758 = 17.4 nm,
85.8(0.758)^(3/2) = 56.6 meV,
594.8(17.4/277.3)² = 2.3 meV.

Equation (C) gives a rise of 59.0 meV. Numerical maximization of (A) gives 59.1 meV at 18.3 nm. The difference in position is explained by the shift R²s²/(3W) = 0.85 nm. The pinched patch has a barrier of 0.659 eV, the open one 0.750 eV. The deeper patch still has the lower barrier, but it keeps only 0.141 eV of its 0.20 eV deficit.

The word open refers to the axis. Near the abrupt rim the patch field is stronger, so an outer ring of an open patch still has a maximum in front of it. Counting only straight paths normal to the surface, the current through the 0.05 eV patch is about 11% smaller than for a whole disc at the interface barrier. For a deficit of 0.08 eV, just below threshold, it is about 30% smaller. The loss grows with the deficit: for the 0.20 eV patch, just after a reverse bias has opened it, the same count gives about 55%.

Bias moves the threshold. Using W² = 2εVbb/(qN),

Δc² = 4Vbb²R²/W² = 2qNVbbR²/ε.

Setting Δc = Δ gives the band bending at which a pinched patch opens:

Vbb,open = εΔ²/(2qNR²).

For Δ = 0.20 eV this is 0.5948(200/85.79)² = 3.23 V, a reverse bias of 2.64 V. Below that bias the barrier of the patch depends on voltage through F, even though its interface barrier is fixed.

**7. Effects left out, and the real contact**

**Image force.** An electron at depth z gains the energy −q/(16πεz), in volts. Adding it to (A) and finding the new maximum lowers the uniform barrier by 22.9 meV, the open patch by 14.9 meV and the pinched saddle by 1.7 meV. The image term pulls the band down at the metal, so it creates a maximum inside the semiconductor even for a uniform contact. Criterion (B) must therefore be applied to the potential without the image term, which is added afterwards.

**Random donors.** The mean spacing N^(−1/3) is 46 nm, more than twice R, so the few donors near a patch differ from one patch to the next, and the continuous charge describes only their average. Let r and r′ be the distances from a donor to the saddle and to the saddle's mirror point, a distance d = 2zs apart. For independent donors the variance of V at the saddle is

σ² = N(q/4πε)² ∫(1/r − 1/r′)² d³x over z > 0.

With f = 1/r − 1/r′ and w = (r − r′)/2, ∇²w = f. Over all space, integration by parts gives

∫f² d³x = ∫w∇²f d³x = −4π[w(saddle) − w(mirror)] = 4πd,

because w is −d/2 at the saddle and +d/2 at the mirror point. The half space contributes half of this, 4πzs. The result is σ = 5.9 meV at this fixed point. It estimates the spread between otherwise equal patches, although the saddle itself moves slightly with the donors.

**Quantum motion.** Lateral confinement raises the lowest state at the saddle by the two-dimensional zero-point energy ħ√(qVrr/m). With a single lateral mass m it would be 7.7 meV for the light silicon mass, 0.19 electron masses, and 3.5 meV for the heavy one, 0.92. Each silicon valley has only one heavy axis. On a (100) surface, valleys pointing along the normal have two light lateral directions and the full 7.7 meV; the others have one light and one heavy direction, which gives the average, (7.7 + 3.5)/2 = 5.6 meV. These energies should not be added to the barrier at 300 K. They are well below kT, so many lateral states carry current, and with ω = √(qVrr/m) the sum over them raises the effective barrier by only about (ħω)²/(12kT), or 0.2 meV for the light mass. Tunnelling through the top of the saddle competes with thermal passage near T = ħ√(q|Vzz|/m)/(2πk), which is 20 K for the light mass. At 300 K passage over the top dominates.

**Electron tail.** Electrons near the depletion edge reduce the space charge there by the factor 1 − exp(−qψ/kT), where ψ is the band bending. Integrating Poisson's equation once replaces Vbb by very nearly Vbb − kT/q in F². This lowers the threshold from 85.8 to 83.9 meV, a larger change than the geometrical correction R²/(8W²).

**Neighbours.** Far from a patch, K times the disc area gives u ≈ −ΔR²z/[2(r² + z²)^(3/2)]. An equal patch 100 nm away lowers the example's saddle by about 0.7 meV. Such contributions add, so dense patches need a sum over discs.

Ruthenium suits this model because a polycrystalline film can expose grains of different work function to the semiconductor. The doping and mean barrier are ordinary for such a contact, but the deficit and radius are assumed, and a thin oxide or a reacted layer can change both. Real patches are neither circular nor sharply bounded. Size alone matters strongly: doubling R to 40 nm at fixed Δ = 0.20 eV raises Δc to 172 meV and brings the barrier down from 0.659 to about 0.61 eV. At the opening bias, F = Δ/R = 0.10 MV/cm, below a rough silicon breakdown field of 0.3 MV/cm. That comparison does not cover the rim, where the abrupt step in the model makes the field diverge.

**8. Use in a calculation**

For each isolated patch with R ≪ W, compute Vbb and W at the applied bias, then Δc. If Δ is below Δc, the interface barrier Φ0 − Δ applies to the middle of the patch. Using it for the whole disc overestimates the current, by a factor of about two in the worst case of section 6 and by more for deeper patches near threshold: about 3.4 for a 0.40 eV patch just opened by reverse bias. If Δ is above Δc, add the rise from (C), or maximize (A) numerically when Δ is close to Δc. The current through a pinched patch also depends on the effective area of the pass. The harmonic estimate 2πkT/(qVrr) gives 0.86 of the disc area in the example. This is too large, because the estimate also counts electrons heading for the metal beyond the disc, and many of these are turned back where the barrier is Φ0 again. Classical trajectories without scattering, with one isotropic mass, give about 0.6. For R = 10 nm the two values are 1.8 and 1.1. Just above threshold the harmonic estimate should not be used, because Vrr becomes small: at Δ = 0.09 eV and R = 20 nm it gives about 2 disc areas, while the trajectories give about 0.65. Scattering can reduce the current further: in the example the band stays within kT of the saddle over about 29 nm along the axis, which is comparable to the electron mean free path in silicon, roughly 30 to 40 nm.

Repeat the calculation at each bias, because a patch can change from one class to the other. The model requires Δ < Vbb and a saddle several kT above the bulk band edge; in the example this excludes forward biases of about 0.4 V and more. Apply the image-force correction last and compute it for each patch, since it varies with Δ within each class: the pinched saddle is lowered by 4.9 meV at Δ = 0.09 eV but by 1.7 meV at 0.20 eV. When R/W reaches a few tenths, replace the patch term in (A) by the image series. When patches lie close together, add their potentials before searching for the saddle.
